# The linear-rotor partition function and its even and odd halves: test program

```python
# Result under test, for a rigid linear rotor with levels B J(J+1), weight 2J+1:
#   q = sum_J (2J+1) exp(-t J(J+1)) = 1/t + 1/3 + t/15 + 4 t^2/315 + O(t^3),
# where t = B/(kT), B = hbar^2/(2 I) is an energy and I the moment of inertia.
# The even-J and odd-J sums share one power series (half of that for q); their
# difference is exactly
#   exp(t/4) (pi/t)^(3/2) sum_k (-1)^k (2k+1) exp(-(2k+1)^2 pi^2/(4t)).
import numpy as np
from mpmath import mp, mpf
from numpy.polynomial.hermite import hermval
from scipy.constants import hbar, k as k_boltzmann
from scipy.integrate import quad
from scipy.optimize import brentq

mp.dps = 130  # the even-odd difference can be as small as 1e-100


def direct_sums(t):
    """Even-J and odd-J partition sums, added term by term."""
    t = mpf(t)
    j_max = int(mp.sqrt(330 / t)) + 3
    sums = [mpf(0), mpf(0)]
    for j in range(j_max + 1):
        sums[j % 2] += (2 * j + 1) * mp.exp(-t * j * (j + 1))
    return sums[0], sums[1]


def three_terms(t):
    return 1 / t + mpf(1) / 3 + t / 15


def dual_difference(t, terms):
    """Even minus odd sum from the Poisson-transformed series."""
    t = mpf(t)
    series = sum((-1) ** k * (2 * k + 1)
                 * mp.exp(-((2 * k + 1) * mp.pi) ** 2 / (4 * t))
                 for k in range(terms))
    return mp.exp(t / 4) * (mp.pi / t) ** mpf("1.5") * series


# Power-series coefficients extracted from the direct sums at small t
t_small = mpf("1e-4")
even, odd = direct_sums(t_small)
coef_0 = even + odd - 1 / t_small
coef_1 = (coef_0 - mpf(1) / 3) / t_small
coef_2 = (even + odd - three_terms(t_small)) / t_small**2
assert abs(coef_0 - mpf(1) / 3) < 1e-5
assert abs(coef_1 - mpf(1) / 15) < 2e-6
assert abs(coef_2 - mpf(4) / 315) < 1e-6
for half_sum in (even, odd):
    half_coef_2 = (half_sum - three_terms(t_small) / 2) / t_small**2
    assert abs(half_coef_2 - mpf(2) / 315) < 1e-6

# Shifted Euler-Maclaurin formula with its remainder bound (sixth derivative)
bernoulli_max = max(abs(float(mp.bernpoly(6, mpf(i) / 200)))
                    for i in range(201))
assert abs(bernoulli_max - 1 / 42) < 1e-12
hermite_7 = [0] * 7 + [1]
derivative_integral = quad(lambda s: abs(hermval(s, hermite_7))
                           * np.exp(-s * s), 0, 8, limit=400)[0]
bound_constant = bernoulli_max * derivative_integral / 720
for t in (mpf("0.05"), mpf("0.3"), mpf(1)):
    even, odd = direct_sums(t)
    cases = ((even + odd, 1, mpf(1) / 2),
             (even, 2, mpf(1) / 4), (odd, 2, mpf(3) / 4))
    for rotor_sum, step, shift in cases:
        expansion = 1 / (step * t)
        for k in (1, 2, 3):
            expansion -= (mp.bernpoly(2 * k, shift) * step ** (2 * k - 1)
                          * (-t) ** (k - 1) / mp.factorial(k))
        remainder = abs(rotor_sum * mp.exp(-t / 4) - expansion)
        assert remainder <= bound_constant * step**5 * t**2

# Equality of the even and odd coefficients at many orders
for k in range(1, 13):
    quarter = mp.bernpoly(2 * k, mpf(1) / 4)
    three_quarter = mp.bernpoly(2 * k, mpf(3) / 4)
    middle = mp.bernpoly(2 * k, mpf(1) / 2)
    assert abs(quarter / three_quarter - 1) < mpf("1e-80")
    assert abs(4**k * quarter / middle - 1) < mpf("1e-80")

# Fourier integral used in the Poisson summation
for t, omega in ((0.7, np.pi), (1.3, 3 * np.pi), (2.0, 1.1)):
    numeric = 2 * quad(lambda u: u * np.exp(-t * u * u) * np.sin(omega * u),
                       0, 9, limit=400, epsabs=1e-13)[0]
    closed = omega / (2 * t) * np.sqrt(np.pi / t) * np.exp(-omega**2 / (4 * t))
    assert abs(numeric - closed) < 1e-10

# Exact difference, from strongly quantum to nearly classical rotors
for t in ("0.05", "0.3", "1", "5"):
    even, odd = direct_sums(t)
    assert abs((even - odd) / dual_difference(t, 25) - 1) < mpf("1e-60")

# The difference falls faster than a high power of t
scaled = []
for t in (mpf("0.05"), mpf("0.02"), mpf("0.01")):
    even, odd = direct_sums(t)
    scaled.append((even - odd) / t**10)
assert scaled[0] > scaled[1] > scaled[2] > 0
assert scaled[2] < mpf("1e-60")

# Worked example: a model rotor
inertia = 2.0e-47
B = hbar**2 / (2 * inertia)
theta = B / k_boltzmann
print(f"moment of inertia I = {inertia:.1e} kg m^2")
print(f"rotational constant B = {B:.4e} J")
print(f"rotational temperature B/k = {theta:.3f} K")
print(f"remainder constant C in |R_6| <= C t^2 (all J) = {bound_constant:.4f}")
for temperature in (300.0, 60.0, 20.0):
    t = mpf(B / (k_boltzmann * temperature))
    even, odd = direct_sums(t)
    q = even + odd
    formula = three_terms(t)
    error = q - formula
    next_term = 4 * t**2 / 315
    leading = dual_difference(t, 1)
    if t < 0.4:
        assert abs(error / next_term - 1) < 0.15
    assert abs(leading / (even - odd) - 1) < 1e-6
    print(f"--- T = {temperature:.0f} K")
    print(f"t = B/(kT) = {float(t):.6f}")
    print(f"classical term kT/B = {float(1 / t):.6f}")
    print(f"third term B/(15kT) = {float(t / 15):.6f}")
    print(f"three-term formula = {float(formula):.6f}")
    print(f"direct sum q = {float(q):.6f}")
    print(f"direct minus formula = {float(error):.3e}")
    print(f"next term 4t^2/315 = {float(next_term):.3e}")
    print(f"half of three-term formula = {float(formula / 2):.6f}")
    print(f"even-J sum = {float(even):.6f}")
    print(f"odd-J sum = {float(odd):.6f}")
    print(f"even minus odd, direct = {float(even - odd):.4e}")
    print(f"even minus odd, leading exponential = {float(leading):.4e}")


# Temperature at which the relative even-odd imbalance is one per cent
def imbalance(t):
    even_sum, odd_sum = direct_sums(t)
    return float((even_sum - odd_sum) / (even_sum + odd_sum))


def imbalance_estimate(t):
    return np.pi**1.5 / np.sqrt(t) * np.exp(-np.pi**2 / (4 * t))


target = 0.01
t_direct = brentq(lambda t: imbalance(t) - target, 0.2, 0.6)
t_estimate = brentq(lambda t: imbalance_estimate(t) - target, 0.2, 0.6)
assert abs(t_estimate / t_direct - 1) < 0.01
print(f"--- relative imbalance (even-odd)/q = {target:.2f}")
print(f"kT/B there, direct sums = {1 / t_direct:.4f}")
print(f"kT/B there, estimate = {1 / t_estimate:.4f}")
print(f"temperature there, direct sums = {theta / t_direct:.2f} K")
print(f"temperature there, estimate = {theta / t_estimate:.2f} K")
print("no test failed")
```

Output:

```
moment of inertia I = 2.0e-47 kg m^2
rotational constant B = 2.7803e-22 J
rotational temperature B/k = 20.138 K
remainder constant C in |R_6| <= C t^2 (all J) = 0.0117
--- T = 300 K
t = B/(kT) = 0.067126
classical term kT/B = 14.897459
third term B/(15kT) = 0.004475
three-term formula = 15.235268
direct sum q = 15.235326
direct minus formula = 5.820e-05
next term 4t^2/315 = 5.722e-05
half of three-term formula = 7.617634
even-J sum = 7.617663
odd-J sum = 7.617663
even minus odd, direct = 3.5390e-14
even minus odd, leading exponential = 3.5390e-14
--- T = 60 K
t = B/(kT) = 0.335628
classical term kT/B = 2.979492
third term B/(15kT) = 0.022375
three-term formula = 3.335200
direct sum q = 3.336769
direct minus formula = 1.568e-03
next term 4t^2/315 = 1.430e-03
half of three-term formula = 1.667600
even-J sum = 1.678375
odd-J sum = 1.658394
even minus odd, direct = 1.9981e-02
even minus odd, leading exponential = 1.9981e-02
--- T = 20 K
t = B/(kT) = 1.006883
classical term kT/B = 0.993164
third term B/(15kT) = 0.067126
three-term formula = 1.393623
direct sum q = 1.412387
direct minus formula = 1.876e-02
next term 4t^2/315 = 1.287e-02
half of three-term formula = 0.696811
even-J sum = 1.011892
odd-J sum = 0.400495
even minus odd, direct = 6.1140e-01
even minus odd, leading exponential = 6.1140e-01
--- relative imbalance (even-odd)/q = 0.01
kT/B there, direct sums = 2.7547
kT/B there, estimate = 2.7687
temperature there, direct sums = 55.47 K
temperature there, estimate = 55.75 K
no test failed
```
